# Sign change of the Madelung energy on a rectangular planar lattice: test program

```python
"""
Madelung energy of point charges on an a by b rectangular planar lattice with
a uniform neutralizing background in the same plane (vacuum, no images in z).

Result under test, with x = b/a and Euler's constant gamma:
    v = (2/a) h(x),
    h(x) = gamma + ln(x/(4 pi)) + 4 sum_{m,n>=1} K0(2 pi m n x)
v is the potential at a charge site per unit charge, own 1/r removed.
Energy per cell in Rydberg units: E = q^2 v (a, b in bohr, charge q e).
For b >= a, E changes sign once, at x = 4 pi exp(-gamma) apart from a shift
-4 x K0(2 pi x), which is exponentially small.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import k0, gammaln

mp.mp.dps = 45


def ewald_potential(a, b, split=1):
    """Site potential from real- and reciprocal-space Ewald sums."""
    a, b = mp.mpf(a), mp.mpf(b)
    area = a * b
    alpha = mp.mpf(split) * mp.sqrt(mp.pi / area)
    cutoff = 10  # erfc(10) is about 1e-45

    def lattice_sum(step_x, step_y, scale):
        total = mp.mpf(0)
        for i in range(int(cutoff / (scale * step_x)) + 1):
            for j in range(int(cutoff / (scale * step_y)) + 1):
                if i == 0 and j == 0:
                    continue
                length = mp.sqrt((i * step_x)**2 + (j * step_y)**2)
                if scale * length <= cutoff:
                    copies = (2 if i else 1) * (2 if j else 1)
                    total += copies * mp.erfc(scale * length) / length
        return total

    real = lattice_sum(a, b, alpha)
    recip = lattice_sum(2 * mp.pi / a, 2 * mp.pi / b, 1 / (2 * alpha))
    return (real + 2 * mp.pi / area * recip - 2 * alpha / mp.sqrt(mp.pi)
            - 2 * mp.sqrt(mp.pi) / (alpha * area))


def bessel_double_sum(x, order):
    """Sum of K0(2 pi m n x), or of m n K1(2 pi m n x), over m, n >= 1."""
    x = mp.mpf(x)
    largest = int(100 / (2 * mp.pi * x)) + 1
    total = mp.mpf(0)
    for product in range(1, largest + 1):
        pairs = sum(1 for m in range(1, product + 1) if product % m == 0)
        weight = product if order == 1 else 1
        total += pairs * weight * mp.besselk(order, 2 * mp.pi * product * x)
    return total


def log_part(x):
    return mp.euler + mp.log(mp.mpf(x) / (4 * mp.pi))


def h_formula(x):
    return log_part(x) + 4 * bessel_double_sum(x, 0)


def corner_integral(p, q):
    """Integral of 1/r over 0<x<p, 0<y<q."""
    return p * np.arcsinh(q / p) + q * np.arcsinh(p / q)


def patch_potential(a, b, n_x, n_y):
    """Site potential in a finite neutral patch, straight from the definition."""
    x = a * np.arange(-n_x, n_x + 1)[:, None]
    y = b * np.arange(-n_y, n_y + 1)[None, :]
    r = np.sqrt(x**2 + y**2)
    r[n_x, n_y] = np.inf
    background = 4 * corner_integral((n_x + 0.5) * a, (n_y + 0.5) * b) / (a * b)
    return np.sum(1 / r) - background


def extrapolate(sizes, values):
    """Remove the 1/M and 1/M^3 boundary terms of a patch of half-width M."""
    m = np.array(sizes, float)
    matrix = np.column_stack([np.ones(3), 1 / m, 1 / m**3])
    return np.linalg.solve(matrix, np.array(values))[0]


# --- Ewald reference does not depend on its splitting parameter
assert abs(ewald_potential(1, 7) - ewald_potential(1, 7, 1.2)) < mp.mpf(10)**-38

# --- closed formula against Ewald, also for b < a
max_difference = max(abs(2 * h_formula(x) - ewald_potential(1, x))
                     for x in (0.5, 1, 1.7, 3, 7, 10))
assert max_difference < mp.mpf(10)**-35

# --- rectangle integral against quadrature
numeric = quad(lambda t: np.arcsinh(3.0 / t), 0, 2.0)[0]
assert abs(numeric - corner_integral(2.0, 3.0)) < 1e-8

# --- definition: neutral patches of two shapes, a = 1, b = 7
counts = (100, 200, 400)
long_patch = extrapolate([n + 0.5 for n in counts],
                         [patch_potential(1.0, 7.0, n, n) for n in counts])
rows = (20, 40, 80)
square_patch = extrapolate(
    [p + 0.5 for p in rows],
    [patch_potential(1.0, 7.0, (7 * (2 * p + 1) - 1) // 2, p) for p in rows])
formula_seven = float(2 * h_formula(7))
assert abs(long_patch - formula_seven) < 1e-6
assert abs(square_patch - formula_seven) < 1e-6

# --- planar mean of one neutral cell's potential vanishes as 1/(window size)
nodes, weights = np.polynomial.legendre.leggauss(8)


def window_integral(half, a=1.0, b=7.0):
    def charge_at(sx, sy):
        return sum(corner_integral(half + i * sx, half + j * sy)
                   for i in (-1, 1) for j in (-1, 1))
    mean = sum(wi * wj / 4 * charge_at(a * ti / 2, b * tj / 2)
               for ti, wi in zip(nodes, weights)
               for tj, wj in zip(nodes, weights))
    return charge_at(0.0, 0.0) - mean


window_100, window_200 = window_integral(100.0), window_integral(200.0)
assert abs(window_100) > 1e-4
assert abs(window_200 / window_100 - 0.5) < 0.01

# --- row of charges minus uniform line, spacing 1, seen from distance 0.5
n_row, distance = 2000, 0.5
positions = np.arange(-n_row, n_row + 1)
row_direct = (np.sum(1 / np.sqrt(positions**2 + distance**2))
              - 2 * np.arcsinh((n_row + 0.5) / distance))
row_bessel = 4 * np.sum(k0(2 * np.pi * np.arange(1, 15) * distance))
assert abs(row_direct - row_bessel) < 1e-6

# --- own row: harmonic sum; rows and sheet: Stirling limit
half_row = n_row + 0.5
own_row = 2 * np.sum(1 / np.arange(1, n_row + 1)) - 2 * np.log(half_row)
assert abs(own_row - 2 * np.euler_gamma) < 1e-6
stirling = gammaln(n_row + 1) - half_row * np.log(half_row) + half_row
assert abs(stirling - 0.5 * np.log(2 * np.pi)) < 1e-4  # error is 1/(24 P)

# --- slope formula, exchange symmetry and monotonic rise for x >= 1
step = mp.mpf(10)**-10


def slope_formula(x):
    return 1 - 8 * mp.pi * x * bessel_double_sum(x, 1)


for x in (mp.mpf(1), mp.mpf(1.5), mp.mpf(3)):
    rise = ewald_potential(1, x + step) - ewald_potential(1, x - step)
    assert abs(x * rise / (4 * step) - slope_formula(x)) < mp.mpf(10)**-15
slope_square = slope_formula(mp.mpf(1))
h_square = ewald_potential(1, 1) / 2
assert abs(slope_square + h_square / 2) < mp.mpf(10)**-30
assert slope_square > 0 and h_square < 0
u_grid = [mp.mpf(j) / 2 for j in range(1, 60)]
u_k1 = [u * mp.besselk(1, u) for u in u_grid]
assert all(later < earlier for earlier, later in zip(u_k1, u_k1[1:]))

# --- zero of the Ewald sum, found without using the closed formula's zero
ratio_simple = 4 * mp.pi * mp.exp(-mp.euler)
assert ewald_potential(1, 7) < 0 < ewald_potential(1, 7.1)
ratio_zero = mp.mpf(7)
for _ in range(9):
    ratio_zero -= ratio_zero * ewald_potential(1, ratio_zero) / 2
assert abs(ewald_potential(1, ratio_zero)) < mp.mpf(10)**-38
shift_found = ratio_zero - ratio_simple
shift_formula = -4 * ratio_simple * mp.besselk(0, 2 * mp.pi * ratio_simple)
assert abs(shift_found / shift_formula - 1) < mp.mpf(10)**-12
assert abs(ewald_potential(1, 1 / ratio_zero)) < mp.mpf(10)**-35

# --- Rydberg energy unit against the SI Coulomb energy
rydberg_ev = const.physical_constants["Rydberg constant times hc in eV"][0]
bohr = const.physical_constants["Bohr radius"][0]
coulomb_half_ev = const.e / (8 * np.pi * const.epsilon_0 * bohr)
assert abs(coulomb_half_ev / rydberg_ev - 1) < 1e-7

# --- worked example
charge, side_a = 1, 10
print(f"charge number q = {charge}")
print(f"short side a = {side_a} bohr")
print(f"Euler constant gamma = {float(mp.euler):.6f}")
print(f"4 pi exp(-gamma) = {float(ratio_simple):.6f}")
print(f"zero of Ewald sum, b/a = {float(ratio_zero):.6f}")
print(f"mirror zero, b/a = {float(1 / ratio_zero):.6f}")
print(f"shift of zero, Ewald = {mp.nstr(shift_found, 5)}")
print(f"shift of zero, K0 formula = {mp.nstr(shift_formula, 5)}")
print(f"side b at zero energy = {float(side_a * ratio_zero):.4f} bohr")
print(f"square cell: log part of h = {float(log_part(1)):.6f}")
print(f"square cell: K0 part of h = {float(4 * bessel_double_sum(1, 0)):.6f}")
print(f"square cell: h = {float(h_square):.6f}")
print(f"square cell: x dh/dx = {float(slope_square):.6f}")
print("energy per cell: b (bohr), formula (Ry), Ewald (Ry)")
energies = {}
for side_b in (10, 20, 30, 50, 70, 80, 100):
    ratio = mp.mpf(side_b) / side_a
    energy = float(charge**2 * 2 * h_formula(ratio) / side_a)
    reference = float(charge**2 * ewald_potential(side_a, side_b))
    assert abs(energy - reference) < 1e-12
    energies[side_b] = energy
    print(f"  b = {side_b:3d}: {energy:+.6f}  {reference:+.6f}")
print(f"energy at b = 10 bohr = {energies[10] * rydberg_ev:+.4f} eV")
print(f"energy at b = 100 bohr = {energies[100] * rydberg_ev:+.4f} eV")
print("site potential for a = 1 bohr, b = 7 bohr, in 1/bohr:")
print(f"  formula = {formula_seven:.7f}")
print(f"  patch with equal cell counts = {long_patch:.7f}")
print(f"  patch of square outline = {square_patch:.7f}")
print("plane integral of one neutral cell's potential (bohr):")
print(f"  window half-width 100 bohr = {window_100:.6f}")
print(f"  window half-width 200 bohr = {window_200:.6f}")
print(f"largest |formula - Ewald| in v, a = 1 bohr: "
      f"{mp.nstr(max_difference, 2)} 1/bohr")
print("verified")
```

Printed output:

```
charge number q = 1
short side a = 10 bohr
Euler constant gamma = 0.577216
4 pi exp(-gamma) = 7.055508
zero of Ewald sum, b/a = 7.055508
mirror zero, b/a = 0.141733
shift of zero, Ewald = -2.9604e-19
shift of zero, K0 formula = -2.9604e-19
side b at zero energy = 70.5551 bohr
square cell: log part of h = -1.953809
square cell: K0 part of h = 0.003676
square cell: h = -1.950132
square cell: x dh/dx = 0.975066
energy per cell: b (bohr), formula (Ry), Ewald (Ry)
  b =  10: -0.390026  -0.390026
  b =  20: -0.252131  -0.252131
  b =  30: -0.171039  -0.171039
  b =  50: -0.068874  -0.068874
  b =  70: -0.001580  -0.001580
  b =  80: +0.025127  +0.025127
  b = 100: +0.069755  +0.069755
energy at b = 10 bohr = -5.3066 eV
energy at b = 100 bohr = +0.9491 eV
site potential for a = 1 bohr, b = 7 bohr, in 1/bohr:
  formula = -0.0157969
  patch with equal cell counts = -0.0157969
  patch of square outline = -0.0157969
plane integral of one neutral cell's potential (bohr):
  window half-width 100 bohr = 0.058937
  window half-width 200 bohr = 0.029464
largest |formula - Ewald| in v, a = 1 bohr: 1.8e-45 1/bohr
verified
```
